**Coincidence cells of a hexagonal monolayer on a-plane sapphire**

The program lists integer pairs $(M,N)$ with $SM=GFN$, where $S$ and $F$ hold the primitive vectors of substrate and film, and splits the film deformation $G=R(\theta)U$ into rotation and stretch. Here $n=\det M$ and $m=\det N$ count the substrate and film cells, and $e_1,e_2$ are the principal Biot strains. It asserts from the corundum atomic positions that the surface rectangle of sides $\sqrt3a$ and $c$ contains three primitive cells and that the surface has a twofold axis but no mirror normal to $[\bar1100]$. It also asserts that a separate search from the film side gives the same set up to $n=9$, that the primitive hits number six times the distinct cells, and that the polar formulas agree with a library decomposition. For rough MoS$_2$ and sapphire lattice constants, $n\le12$ and strains within 3%, the output shows 36 distinct cells, of which a search with the rectangle finds 3. The lowest-strain cell has $n=8$, $m=33$, $\theta=30^\circ$ and strains of 0.42% and −0.35%. The output also sizes thermal expansion, lattice-constant uncertainty, elastic cost and terrace width; the registry energy is not computed.

## Verification by program

```python
"""Near-coincidence cells of a hexagonal monolayer on a-plane sapphire.

Result under test: with S, F the primitive bases (columns) of substrate and film,
every cell S M = G F N (M, N integer, det M = n <= n_max, det N = m > 0) whose
principal Biot strains lie within +-eps is found once, up to supercell basis,
60-degree film rotations and repetition of a smaller cell.
G = R(theta) U: R rotation, U stretch with eigenvalues 1+e1, 1+e2.
T = M N^-1 = A/q is the rational matrix that labels a coincidence relation.
Axes: x along [-1100], y along [0001], outward normal along [11-20].
Lengths in nm, angles in degrees unless named otherwise.
"""
import math
import numpy as np
from scipy import constants
from scipy.linalg import polar
from scipy.optimize import minimize_scalar

P60 = np.array([[0, -1], [1, 1]])  # film rotation by 60 degrees, lattice coordinates


def hermite_forms(n):
    return [np.array([[p, b], [0, n // p]])
            for p in range(1, n + 1) if n % p == 0 for b in range(p)]


def gauss_reduce(basis, M):
    u, v = M[:, 0].copy(), M[:, 1].copy()
    while True:
        ru, rv = basis @ u, basis @ v
        if rv @ rv < ru @ ru - 1e-12:
            u, v = v, -u
            ru, rv = basis @ u, basis @ v
        k = int(np.rint(ru @ rv / (ru @ ru)))
        if k == 0:
            return np.column_stack([u, v])
        v = v - k * u


def lattice_points(basis, radius):
    bound = np.ceil(radius * np.linalg.norm(np.linalg.inv(basis), axis=1)).astype(int)
    i, j = np.meshgrid(np.arange(-bound[0], bound[0] + 1),
                       np.arange(-bound[1], bound[1] + 1), indexing="ij")
    pts = np.column_stack([i.ravel(), j.ravel()])
    return pts, np.linalg.norm(pts @ basis.T, axis=1)


def decompose(G):
    """Closed-form polar data: angle in radians and the two principal strains."""
    g11, g12, g21, g22 = G[..., 0, 0], G[..., 0, 1], G[..., 1, 0], G[..., 1, 1]
    total = np.hypot(g11 + g22, g21 - g12)
    diff = np.hypot(g11 - g22, g21 + g12)
    return (np.arctan2(g21 - g12, g11 + g22),
            (total + diff) / 2 - 1, (total - diff) / 2 - 1)


def relation(M, N):
    """Integer matrix A and integer q with M N^-1 = A/q."""
    adj = np.array([[N[1, 1], -N[0, 1]], [-N[1, 0], N[0, 0]]])
    return M @ adj, int(N[0, 0] * N[1, 1] - N[0, 1] * N[1, 0])


def class_key(A, q):
    a, b, c, d = (int(x) for x in A.ravel())
    g = math.gcd(a, b, c, d, q)
    a, b, c, d, q = a // g, b // g, c // g, d // g, q // g
    images = []
    for _ in range(6):
        images.append((a, b, c, d, q))
        a, b, c, d = b, b - a, d, d - c
    return min(images)


def smallest_cell(A, q):
    a, b, c, d = (int(x) for x in A.ravel())
    det = a * d - b * c
    g = math.gcd(det, q * q, a * q, b * q, c * q, d * q)
    return abs(det) // g, q * q // g


def common_divisor(M, N):
    rows = np.vstack([M, N]).tolist()
    return math.gcd(*[rows[i][0] * rows[j][1] - rows[i][1] * rows[j][0]
                      for i in range(4) for j in range(i)])


def enumerate_cells(S, F, n_max, eps):
    supercells = [(n, gauss_reduce(S, H)) for n in range(1, n_max + 1)
                  for H in hermite_forms(n)]
    longest = max(np.linalg.norm(S @ M[:, 1]) for _, M in supercells)
    pts, lens = lattice_points(F, longest / (1 - eps) + 1e-9)
    classes, raw, primitive = {}, 0, 0
    for n, M in supercells:
        A = S @ M
        la = np.linalg.norm(A, axis=0)
        c1, c2 = [pts[(lens >= x / (1 + eps) - 1e-12) & (lens <= x / (1 - eps) + 1e-12)]
                  for x in la]
        det = np.outer(c1[:, 0], c2[:, 1]) - np.outer(c1[:, 1], c2[:, 0])
        ratio = np.linalg.det(A) / np.linalg.det(F)
        i, j = np.nonzero((det >= ratio / (1 + eps) ** 2 - 1e-9)
                          & (det <= ratio / (1 - eps) ** 2 + 1e-9))
        if len(i) == 0:
            continue
        Ns = np.stack([c1[i], c2[j]], axis=2)
        Gs = A @ np.linalg.inv(F @ Ns)
        theta, e1, e2 = decompose(Gs)
        for k in np.nonzero((e1 <= eps) & (e2 >= -eps))[0]:
            raw += 1
            g = common_divisor(M, Ns[k])
            primitive += g == 1
            key = class_key(*relation(M, Ns[k]))
            if key in classes:
                continue
            assert g == 1, "first appearance must be the smallest cell"
            turns = math.ceil((math.degrees(theta[k]) - 30) / 60 - 1e-9)
            N = np.linalg.matrix_power(P60, turns % 6) @ Ns[k]
            G = A @ np.linalg.inv(F @ N)
            t, x1, x2 = decompose(G)
            classes[key] = dict(n=n, m=relation(M, N)[1], M=M, N=N, G=G,
                                theta=math.degrees(t), e=(float(x1), float(x2)))
    return classes, raw, primitive


def film_side_search(S, F, n_max, eps):
    """Independent search: unreduced film sublattices, SVD for the strains."""
    m_max = int(n_max * np.linalg.det(S) / np.linalg.det(F) / (1 - eps) ** 2)
    pts, lens = lattice_points(S, (1 + eps) * (m_max + 1) * np.linalg.norm(F[:, 0]))
    keys = set()
    for m in range(1, m_max + 1):
        for K in hermite_forms(m):
            V = F @ K
            c1, c2 = [pts[np.abs(lens - x) <= eps * x + 1e-12]
                      for x in np.linalg.norm(V, axis=0)]
            det = np.outer(c1[:, 0], c2[:, 1]) - np.outer(c1[:, 1], c2[:, 0])
            i, j = np.nonzero((det >= 1) & (det <= n_max))
            if len(i) == 0:
                continue
            Ms = np.stack([c1[i], c2[j]], axis=2)
            sv = np.linalg.svd(S @ Ms @ np.linalg.inv(V), compute_uv=False)
            for k in np.nonzero(np.all(np.abs(sv - 1) <= eps, axis=1))[0]:
                keys.add(class_key(*relation(Ms[k], K)))
    return keys


def max_strain(r):
    return max(abs(r["e"][0]), abs(r["e"][1]))


# ---- inputs: rough typical values -------------------------------------------
a_sap, c_sap, a_film = 0.476, 1.299, 0.316
n_max, eps = 12, 0.03
Y2D, nu = 120.0, 0.25               # N/m and dimensionless, rough
adhesion = 0.2                      # J/m^2, rough van der Waals adhesion
T_room, T_growth = 300.0, 1200.0    # K
alpha_a, alpha_c, alpha_film = 8e-6, 9e-6, 7e-6  # 1/K, rough means
miscut = 0.2                        # degrees

# ---- surface lattice from the corundum structure ----------------------------
z_al, x_o = 0.352, 0.306
al = np.array([[0, 0, z_al], [0, 0, 0.5 - z_al], [0, 0, -z_al], [0, 0, 0.5 + z_al]])
ox = np.array([[x_o, 0, .25], [0, x_o, .25], [-x_o, -x_o, .25],
               [-x_o, 0, .75], [0, -x_o, .75], [x_o, x_o, .75]])
centring = np.array([[0, 0, 0], [2 / 3, 1 / 3, 1 / 3], [1 / 3, 2 / 3, 2 / 3]])
al = (al[None] + centring[:, None]).reshape(-1, 3)
ox = (ox[None] + centring[:, None]).reshape(-1, 3)


def crystal_translations(op):
    """All shifts t (mod cell) for which r -> op r + t maps the crystal on itself."""
    good = []
    for t in al - op @ al[0]:
        ok = True
        for atoms in (al, ox):
            d = (atoms @ op.T + t)[:, None] - atoms[None]
            d -= np.rint(d)
            ok = ok and bool(np.all(np.abs(d).max(axis=2).min(axis=1) < 1e-6))
        if ok:
            good.append(t)
    return good


def in_plane(shifts):
    return [t for t in shifts if abs(t[0] + t[1] - np.rint(t[0] + t[1])) < 1e-6]


swap = np.array([[0, 1, 0], [1, 0, 0], [0, 0, 1]])
per_rectangle = len(in_plane(crystal_translations(np.eye(3))))
twofold = len(in_plane(crystal_translations(np.diag([1, 1, -1]) @ swap)))
mirror = len(crystal_translations(swap))
assert per_rectangle == 3 and twofold > 0 and mirror == 0

cell3d = np.array([[a_sap, -a_sap / 2, 0], [0, a_sap * math.sqrt(3) / 2, 0],
                   [0, 0, c_sap]])
ex = cell3d @ np.array([-1, 1, 0])
ex /= np.linalg.norm(ex)
frame = np.array([ex, [0, 0, 1]])
S = frame @ cell3d @ np.array([[-1, -1 / 3], [1, 1 / 3], [0, 1 / 3]])
assert np.allclose(S, [[math.sqrt(3) * a_sap, a_sap / math.sqrt(3)], [0, c_sap / 3]])
step = a_sap / 2
assert np.isclose(np.linalg.det(S) * step, np.linalg.det(cell3d) / 3)
F = a_film * np.array([[1, 0.5], [0, math.sqrt(3) / 2]])
area_S, area_F = np.linalg.det(S), np.linalg.det(F)

# ---- Hermite forms represent every sublattice once --------------------------
def fingerprint(M, n):
    i, j = np.meshgrid(np.arange(n), np.arange(n))
    return (((M[1, 1] * i - M[0, 1] * j) % n == 0)
            & ((-M[1, 0] * i + M[0, 0] * j) % n == 0)).tobytes()


brute = set()
for a in range(-3, 7):
    for b in range(-3, 7):
        for c in range(-3, 7):
            for d in range(-3, 7):
                if a * d - b * c == 6:
                    brute.add(fingerprint(np.array([[a, b], [c, d]]), 6))
forms = [fingerprint(H, 6) for H in hermite_forms(6)]
assert len(set(forms)) == len(forms) and set(forms) == brute

# ---- enumeration and tests of completeness and uniqueness -------------------
classes, raw, primitive = enumerate_cells(S, F, n_max, eps)
records = sorted(classes.values(), key=lambda r: (r["n"], max_strain(r)))
assert primitive == 6 * len(classes)
n_check = 9
film_side = film_side_search(S, F, n_check, eps)
assert film_side == {k for k, r in classes.items() if r["n"] <= n_check}
assert len(film_side) > 0

worst_angle, unreduced = 0.0, 0
for r in records:
    G, M, N = r["G"], r["M"], r["N"]
    R, U = polar(G)
    assert np.isclose(math.degrees(math.atan2(R[1, 0], R[0, 0])), r["theta"], atol=1e-8)
    assert np.allclose(np.linalg.eigvalsh(U) - 1, sorted(r["e"]), atol=1e-10)
    V, A = F @ N, S @ M
    s1, s2 = 1 + r["e"][0], 1 + r["e"][1]
    limit = math.degrees(math.asin((s1 - s2) / (s1 + s2)))
    for k in range(2):
        ang = math.degrees(math.atan2(A[1, k], A[0, k]) - math.atan2(V[1, k], V[0, k]))
        dev = abs((ang - r["theta"] + 180) % 360 - 180)
        assert dev <= limit + 1e-6
        worst_angle = max(worst_angle, dev)
    g = V.T @ V
    unreduced += bool(g[0, 0] > g[1, 1] + 1e-9 or 2 * abs(g[0, 1]) > g[0, 0] + 1e-9)

best = min(records, key=max_strain)
nearest = minimize_scalar(
    lambda t: np.sum((best["G"] - np.array([[math.cos(t), -math.sin(t)],
                                            [math.sin(t), math.cos(t)]])) ** 2),
    bounds=(-1.5, 1.5), method="bounded", options={"xatol": 1e-10})
assert abs(math.degrees(nearest.x) - best["theta"]) < 1e-4

# smallest-cell formula against a direct count of coincident lattice points
for r in records[:5] + [best]:
    A, q = relation(r["M"], r["N"])
    g = math.gcd(*[int(x) for x in A.ravel()], q)
    A, q = A // g, q // g
    L = abs(int(A[0, 0] * A[1, 1] - A[0, 1] * A[1, 0]))
    i, j = np.meshgrid(np.arange(L), np.arange(L))
    hits = np.count_nonzero((q * (A[1, 1] * i - A[0, 1] * j) % L == 0)
                            & (q * (-A[1, 0] * i + A[0, 0] * j) % L == 0))
    assert L * L == hits * r["n"] and smallest_cell(A, q) == (r["n"], r["m"])

# mirror twins: same strain at the opposite angle, but possibly another cell size
mirror_S3, mirror_F = np.array([[-3, -2], [0, 3]]), np.array([[-1, -1], [0, 1]])
assert np.allclose(S @ mirror_S3 / 3 @ np.linalg.inv(S), np.diag([-1, 1]))
assert np.allclose(F @ mirror_F @ np.linalg.inv(F), np.diag([-1, 1]))


def twin(r):
    A, q = relation(r["M"], r["N"])
    return mirror_S3 @ A @ mirror_F, 3 * q


changed = 0
for r in records:
    At, qt = twin(r)
    t, x1, x2 = decompose(S @ At / qt @ np.linalg.inv(F))
    assert np.allclose([math.degrees(t), x1, x2], [-r["theta"], *r["e"]], atol=1e-8)
    n_twin = smallest_cell(At, qt)[0]
    assert (class_key(At, qt) in classes) == (n_twin <= n_max)
    changed += n_twin != r["n"]
assert changed > 0

# the conventional rectangle as substrate cell, same largest area
to_rect = np.array([[1, -1], [0, 3]])
S_rect = S @ to_rect
assert np.allclose(S_rect, np.diag([math.sqrt(3) * a_sap, c_sap]))
rect, _, _ = enumerate_cells(S_rect, F, n_max // 3, eps)
rect_keys, inflated = set(), 0
for r in rect.values():
    A, q = relation(to_rect @ r["M"], r["N"])
    rect_keys.add(class_key(A, q))
    inflated += smallest_cell(A, q)[0] < 3 * r["n"]
assert rect_keys <= set(classes) and len(rect_keys) == len(rect)

# ---- expected number of accidental matches ----------------------------------
rng = np.random.default_rng(1)
u = rng.uniform(-1, 1, (400000, 3))
radius = np.hypot((u[:, 0] - u[:, 1]) / 2, u[:, 2])
inside = np.mean(np.abs((u[:, 0] + u[:, 1]) / 2) + radius <= 1)
assert abs(8 * inside - 4 * math.pi / 3) < 0.03  # sampling error is about 0.006
n_stat = 24
_, raw_stat, _ = enumerate_cells(S, F, n_stat, eps)
expected = 16 * math.pi ** 2 / 3 * eps ** 3 * (area_S / area_F) ** 2 * sum(
    len(hermite_forms(n)) * n * n for n in range(1, n_stat + 1))
# a volume estimate of a discrete, correlated count: only rough agreement is claimed
assert 0.6 < raw_stat / expected < 1.6


# ---- elastic cost -----------------------------------------------------------
def elastic(e1, e2):
    return Y2D * (e1 ** 2 + e2 ** 2 + 2 * nu * e1 * e2) / (2 * (1 - nu ** 2))


free = minimize_scalar(lambda y: 1e4 * elastic(0.01, 0.01 * y))
assert abs(free.x + nu) < 1e-5 and np.isclose(free.fun / 1e4, Y2D * 0.01 ** 2 / 2)


def cost_mev(r):
    return elastic(*r["e"]) * area_F * 1e-18 / constants.e * 1e3


# ---- neglected effects ------------------------------------------------------
dT = T_growth - T_room
S_hot = np.diag([1 + alpha_a * dT, 1 + alpha_c * dT]) @ S
F_hot = (1 + alpha_film * dT) * F
hot, _, _ = enumerate_cells(S_hot, F_hot, n_max, eps)
_, hot1, hot2 = decompose(S_hot @ best["M"] @ np.linalg.inv(F_hot @ best["N"]))

front, lowest = [], 1.0
for r in records:
    if max_strain(r) < lowest - 1e-9:
        front.append(r)
        lowest = max_strain(r)
aligned = [r for r in records if min(abs(r["theta"]), abs(abs(r["theta"]) - 30)) < 1e-6]


def row(tag, r):
    print(f"{tag}: n={r['n']} m={r['m']} area={r['n'] * area_S:.3f} nm2 "
          f"theta={r['theta']:.3f} deg e1={100 * r['e'][0]:.3f}% "
          f"e2={100 * r['e'][1]:.3f}% W={cost_mev(r):.2f} meV/MoS2")


print(f"sapphire a, c; MoS2 a (rough): {a_sap}, {c_sap}; {a_film} nm")
print(f"rectangle sides: {S_rect[0, 0]:.4f} x {S_rect[1, 1]:.4f} nm")
print(f"primitive s1: ({S[0, 0]:.4f}, {S[1, 0]:.4f}) nm")
print(f"primitive s2: ({S[0, 1]:.4f}, {S[1, 1]:.4f}) nm, length {np.linalg.norm(S[:, 1]):.4f} nm")
print(f"translations per rectangle: {per_rectangle}; in-plane mirrors: {mirror}")
print(f"primitive areas, substrate and film: {area_S:.4f}, {area_F:.4f} nm2")
print(f"limits: n_max = {n_max}, strain = {100 * eps:.1f} %")
print(f"substrate sublattices searched: {sum(len(hermite_forms(n)) for n in range(1, n_max + 1))}")
print(f"raw hits: {raw}; primitive hits: {primitive}; distinct cells: {len(classes)}")
print(f"film-side search to n = {n_check}: {len(film_side)} cells, same set")
print(f"cells whose film basis is not reduced: {unreduced}")
print(f"largest one-vector angle error: {worst_angle:.3f} deg")
print(f"cells whose mirror twin has another size: {changed}")
print(f"cells found with rectangle: {len(rect)}; of these too large: {inflated}")
print(f"cells missed with rectangle: {len(classes) - len(rect)}")
print(f"raw hits to n = {n_stat}: {raw_stat}; volume estimate: {expected:.0f}")
for r in front[:8]:
    row("front", r)
for r in aligned[:4]:
    row("aligned", r)
print(f"lowest-strain cell M (rows): {best['M'].tolist()}")
print(f"lowest-strain cell N (rows): {best['N'].tolist()}")
print(f"its G (rows): {np.round(best['G'], 5).tolist()}")
print(f"its U (rows): {np.round(polar(best['G'])[1], 5).tolist()}")
sides = np.linalg.norm(S @ best["M"], axis=0)
print(f"its substrate cell sides: {sides[0]:.3f}, {sides[1]:.3f} nm")
print(f"its mirror twin: n = {smallest_cell(*twin(best))[0]}")
print(f"rough 2D modulus, Poisson ratio: {Y2D:.0f} N/m, {nu}")
print(f"its elastic energy: {1e3 * elastic(*best['e']):.3f} mJ/m2")
print(f"rough adhesion energy: {1e3 * adhesion:.0f} mJ/m2")
print(f"largest elastic/adhesion ratio in list: {max(elastic(*r['e']) for r in records) / adhesion:.3f}")
print(f"rough expansion a, c, film: {alpha_a * 1e6:.0f}, {alpha_c * 1e6:.0f}, {alpha_film * 1e6:.0f} 1e-6/K")
print(f"strains at {T_growth:.0f} K: {100 * hot1:.3f}, {100 * hot2:.3f} %")
print(f"cells lost, gained at {T_growth:.0f} K: {len(set(classes) - set(hot))}, {len(set(hot) - set(classes))}")
for a_try in (a_film - 0.001, a_film + 0.001):
    other, _, _ = enumerate_cells(S, F * a_try / a_film, n_max, eps)
    b = min(other.values(), key=max_strain)
    print(f"film a = {a_try:.3f} nm: lowest strain {100 * max_strain(b):.3f} %, "
          f"n={b['n']}, theta={b['theta']:.3f} deg")
print(f"half-period drift length, unstrained film: {a_film / 2 / max_strain(best):.1f} nm")
print(f"Green minus Biot strain at the limit: {100 * eps ** 2 / 2:.3f} %")
print(f"step height {step:.3f} nm; terrace at {miscut} deg miscut: {step / math.tan(math.radians(miscut)):.1f} nm")
print("OK")
```

It prints:

```
sapphire a, c; MoS2 a (rough): 0.476, 1.299; 0.316 nm
rectangle sides: 0.8245 x 1.2990 nm
primitive s1: (0.8245, 0.0000) nm
primitive s2: (0.2748, 0.4330) nm, length 0.5128 nm
translations per rectangle: 3; in-plane mirrors: 0
primitive areas, substrate and film: 0.3570, 0.0865 nm2
limits: n_max = 12, strain = 3.0 %
substrate sublattices searched: 127
raw hits: 288; primitive hits: 216; distinct cells: 36
film-side search to n = 9: 14 cells, same set
cells whose film basis is not reduced: 1
largest one-vector angle error: 1.295 deg
cells whose mirror twin has another size: 31
cells found with rectangle: 3; of these too large: 0
cells missed with rectangle: 33
raw hits to n = 24: 3828; volume estimate: 3669
front: n=6 m=25 area=2.142 nm2 theta=18.451 deg e1=1.016% e2=-1.922% W=12.95 meV/MoS2
front: n=7 m=29 area=2.499 nm2 theta=19.294 deg e1=1.090% e2=-1.430% W=8.48 meV/MoS2
front: n=8 m=33 area=2.856 nm2 theta=30.000 deg e1=0.422% e2=-0.345% W=0.78 meV/MoS2
aligned: n=6 m=24 area=2.142 nm2 theta=30.000 deg e1=2.769% e2=0.422% W=29.12 meV/MoS2
aligned: n=8 m=33 area=2.856 nm2 theta=30.000 deg e1=0.422% e2=-0.345% W=0.78 meV/MoS2
aligned: n=10 m=42 area=3.570 nm2 theta=30.000 deg e1=0.422% e2=-2.125% W=14.66 meV/MoS2
lowest-strain cell M (rows): [[2, -1], [0, 4]]
lowest-strain cell N (rows): [[6, 1], [-3, 5]]
its G (rows): [[0.86968, -0.50211], [0.49827, 0.86304]]
its U (rows): [[1.0023, -0.00332], [-0.00332, 0.99847]]
its substrate cell sides: 1.649, 1.754 nm
its mirror twin: n = 8
rough 2D modulus, Poisson ratio: 120 N/m, 0.25
its elastic energy: 1.436 mJ/m2
rough adhesion energy: 200 mJ/m2
largest elastic/adhesion ratio in list: 0.347
rough expansion a, c, film: 8, 9, 7 1e-6/K
strains at 1200 K: 0.512, -0.167 %
cells lost, gained at 1200 K: 0, 5
film a = 0.315 nm: lowest strain 0.741 %, n=8, theta=30.000 deg
film a = 0.317 nm: lowest strain 0.660 %, n=8, theta=30.000 deg
half-period drift length, unstrained film: 37.4 nm
Green minus Biot strain at the limit: 0.045 %
step height 0.238 nm; terrace at 0.2 deg miscut: 68.2 nm
OK
```
